# How ZORA removes the Pauli fall to the centre in p1/2

Squeeze an electron into a region of size $b$ around a point nucleus of charge $Z$. In Hartree atomic units its kinetic energy grows as $1/b^2$ and its Coulomb energy as $-Z/b$, so the kinetic energy wins. A spin-orbit attraction proportional to $1/r^3$ changes this: it grows as $-1/b^3$ and beats the kinetic energy at small $b$. Nothing then stops the squeezing, and the electron falls to the centre.

In ZORA, the zeroth-order regular approximation, the potential $V=-Z/r$ enters the kinetic operator through the factor

$$K(r)=\frac{c^2}{2c^2-V(r)} .$$

The one length at which $|V|$ equals $2c^2$ is

$$a=\frac{Z}{2c^2}.$$

For $r\gg a$, $K$ is nearly the constant $1/2$. For $r\ll a$, the $2c^2$ is negligible and $K\approx c^2r/Z$. The spin-orbit function will turn out to be $2K'/r$, so inside $a$ it must behave as $2c^2/(Zr)$. This is the change from $Z/r^3$ to $1/r$. Whether it suffices to stop the fall needs a calculation, because the kinetic energy is weakened in the same region.

## The two spin-orbit functions

Let $E$ be the energy without the rest energy. The Dirac equation for the large and small components $\varphi,\chi$ is

$$V\varphi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=E\varphi,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi+(V-2c^2)\chi=E\chi .$$

The second equation gives $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c^2+E-V)$. Inserting this in the first and dropping $E$ from the denominator gives the ZORA Hamiltonian

$$H=V+\boldsymbol\sigma\!\cdot\!\mathbf p\,K\,\boldsymbol\sigma\!\cdot\!\mathbf p .$$

To separate the spin, use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and $p_iK=Kp_i-i\,\partial_iK$. The $\delta_{ij}$ part is $\mathbf p\cdot K\mathbf p$. In the other part $\epsilon_{ijk}Kp_ip_j$ vanishes by antisymmetry, and $i(-i)=1$ leaves $\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)$. Since $\nabla K=K'\mathbf r/r$, $\mathbf r\times\mathbf p=\mathbf L$ and $\boldsymbol\sigma=2\mathbf S$,

$$\boldsymbol\sigma\!\cdot\!\mathbf p\,K\,\boldsymbol\sigma\!\cdot\!\mathbf p=\mathbf p\cdot K\mathbf p+\xi\,\mathbf L\!\cdot\!\mathbf S,\qquad \xi=\frac{2K'}{r}.$$

For the point nucleus,

$$K=\frac{r}{2(r+a)},\qquad K'=\frac{a}{2(r+a)^2},\qquad \xi_Z=\frac{a}{r(r+a)^2}.$$

The Pauli form follows from expanding in $V/2c^2$: $K\approx\frac12+V/4c^2$, so $K'\approx Z/(4c^2r^2)$ and

$$\xi_P=\frac{Z}{2c^2r^3}=\frac{a}{r^3}.$$

The expansion is invalid for $r<a$, where $|V|/2c^2>1$. The two functions are related by

$$\frac{\xi_Z}{\xi_P}=\left(\frac{r}{r+a}\right)^2,\qquad \frac{d\ln\xi_Z}{d\ln r}=-1-\frac{2r}{r+a}.$$

The slope runs smoothly from $-3$ outside to $-1$ inside. At $r=a$ it is $-2$ and the ratio is $1/4$; at $r=a/100$ the slope is $-1.02$ and the ratio about $10^{-4}$.

For $Z=80$, $a=2.13\times10^{-3}$ bohr, or 113 fm. A heavy nucleus has a radius of roughly 7 fm, so the crossover lies well outside it.

## Why the Pauli operator has no lowest p1/2 energy

The Pauli operator considered here is $p^2/2+V+\xi_P\mathbf L\cdot\mathbf S$. The Darwin term of a point nucleus is a delta function at the origin and does not act on p functions that vanish there. The mass-velocity term $-p^4/8c^2$ is left out because it outweighs $p^2/2$ at large momentum, which would hide the effect of the spin-orbit term.

For p1/2, $l=1$ and $j=1/2$, so

$$\mathbf L\!\cdot\!\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right]=\tfrac12\left[\tfrac34-2-\tfrac34\right]=-1 .$$

With a real radial function $R$, the gradient contributes $R'^2+l(l+1)R^2/r^2$, and the energy is

$$E[R]=\frac{\int_0^\infty\left[KR'^2+WR^2-\frac Zr R^2\right]r^2dr}{\int_0^\infty R^2r^2dr},\qquad W=\frac{2K}{r^2}-\xi .$$

In the Pauli case $K=1/2$ and $W=1/r^2-a/r^3$. Inside $r=a$ the spin-orbit attraction exceeds the centrifugal repulsion.

Take $R=re^{-\zeta r}$ and use $\int_0^\infty r^ne^{-2\zeta r}dr=n!/(2\zeta)^{n+1}$. The norm is $3/(4\zeta^5)$. The other integrals are

- radial kinetic: $\frac12\int(1-\zeta r)^2r^2e^{-2\zeta r}dr=\frac12\left(\frac14-\frac34+\frac34\right)\zeta^{-3}=\frac1{8\zeta^3}$;
- centrifugal: $\int r^2e^{-2\zeta r}dr=\frac1{4\zeta^3}$;
- Coulomb: $-Z\int r^3e^{-2\zeta r}dr=-\frac{3Z}{8\zeta^4}$;
- spin-orbit: $-a\int re^{-2\zeta r}dr=-\frac{a}{4\zeta^2}$.

Dividing the sum by the norm gives

$$E_P(\zeta)=\frac{\zeta^2}{2}-\frac{Z\zeta}{2}-\frac{a\zeta^3}{3}\;\longrightarrow\;-\infty\quad(\zeta\to\infty).$$

One family of trial functions with no lower limit to its energy proves that the operator is unbounded below.

The fall is easily missed at ordinary orbital sizes. For $Z=80$ and the nonrelativistic exponent $\zeta=Z/2=40$, the three terms are $800-1600-45.4=-845.4$ hartree, and the spin-orbit part looks like a small correction. Setting $dE_P/d\zeta=\zeta-Z/2-a\zeta^2=0$ and using $2aZ=Z^2/c^2$ gives

$$\zeta=\frac{1\mp\gamma}{2a},\qquad \gamma=\sqrt{1-Z^2/c^2}.$$

Within this family there is a local minimum of $-852.5$ hartree at $\zeta=44.2$ bohr$^{-1}$, then a barrier of $+18\,808$ hartree at $\zeta=425$ bohr$^{-1}$. Beyond the barrier the energy falls without limit: at $\zeta=100/a$ it is $-7.2\times10^{10}$ hartree.

## What ZORA puts in its place

The weakened centrifugal term is $2K/r^2=1/[r(r+a)]$. For $r\ll a$ it behaves as $1/(ar)$, just as $\xi_Z$ does. Their difference is

$$W=\frac{1}{r(r+a)}-\frac{a}{r(r+a)^2}=\frac{(r+a)-a}{r(r+a)^2}=\frac1{(r+a)^2}.$$

The $1/r$ parts cancel, and what remains is finite and positive. Near the nucleus, where $W$ stays finite while $Z/r$ diverges, the Coulomb attraction must now be held by the radial kinetic energy alone. Inside $a$, where $K\approx r/2a$, that energy also scales as $1/b$. Scaling cannot decide the contest; the coefficients must.

Let $R$ be smooth and vanish near the origin and at large distance. Expanding a non-negative integral gives

$$0\le\int Kr^2\left(R'+\frac Rr\right)^2dr=\int Kr^2R'^2dr+\int Kr\,(R^2)'dr+\int KR^2dr .$$

Integrate the middle term by parts; the boundary terms vanish. With

$$(Kr)'-K=\frac{r^2+2ar}{2(r+a)^2}-\frac{r(r+a)}{2(r+a)^2}=\frac{ar}{2(r+a)^2},$$

this becomes

$$\int Kr^2R'^2dr\ge\int\frac{ar}{2(r+a)^2}R^2dr .$$

Therefore $E[R]$ is at least the minimum of

$$U(r)=\frac{1+a/(2r)}{(r+a)^2}-\frac Zr .$$

The bound carries over to limits of such functions in the energy integral, which define the ZORA operator used here. Near the nucleus the first term of $U$ tends to $1/(2ar)=c^2/(Zr)$, with no constant correction, so

$$U\approx\left(\frac{c^2}{Z}-Z\right)\frac1r .$$

For $Z<c$ this rises to $+\infty$; for $Z=c$, $U$ stays finite. Since $U\to0$ at large $r$, it has a finite lower bound for $Z\le c$, and there is no fall. For $Z=80$ the bound is $-1849$ hartree, a safe floor rather than an estimate of the level.

## Where the protection ends

For $Z>c$ the ZORA operator falls too. Take $R=g/r$ with $g=\sin kt$, $t=\ln(r/r_0)$ and $0<t<\pi/k$, placed so that $r\ll a$ throughout. Then $K\approx r/2a$, and $W$ is negligible beside $1/(ar)$. Since $rR'=(g_t-g)/r$,

$$\int Kr^2R'^2dr=\frac1{2a}\int(g_t-g)^2dt=\frac{k^2+1}{2a}\int g^2dt .$$

The cross term vanishes because $g$ is zero at both ends, and $\int g_t^2dt=k^2\int g^2dt$. The Coulomb integral is $-Z\int g^2dt$. With $1/(2a)=c^2/Z$, the numerator of the energy is $[(k^2+1)c^2/Z-Z]\int g^2dt$, which is negative when $k^2<Z^2/c^2-1$. The norm is proportional to $r_0$, so the energy goes to $-\infty$ as $1/r_0$. For $Z=160$ and $k=0.5$, reducing $r_0$ from $10^{-7}a$ to $10^{-8}a$ takes it from $-7.3\times10^8$ to $-7.3\times10^9$ hartree.

## Which of the two changes matters

ZORA alters both the kinetic energy and the spin-orbit term. Mixing the old and new forms separates their roles.

Keep $p^2/2$ but use $\xi_Z$. Then $W=1/r^2-\xi_Z$, and the repulsive $1/r^2$ dominates both $1/(ar)$ and $Z/r$ near the origin. The energy is bounded below for every $Z$.

Keep $\xi_P$ but use the ZORA kinetic energy. Since $K<1/2$, every trial function has a lower energy than in the Pauli operator, so the fall persists.

For $Z<c$, then, softening the spin-orbit term is what removes the fall. Diagonalization for $Z=80$ shows the same division. Take functions $re^{-\zeta r}$ with five exponents per decade, starting at $\zeta=10$ bohr$^{-1}$. With $\xi_P$ and either kinetic energy, the lowest energy is about $-2\times10^{9}$ hartree when the largest exponent is $10^4$ bohr$^{-1}$ and about $-2.2\times10^{12}$ hartree when it is $10^5$ bohr$^{-1}$. These values belong to the basis: for $p^2/2$ with ten exponents per decade and the same largest exponent $10^5$ bohr$^{-1}$, the lowest energy is about $-8\times10^{12}$ hartree. With $\xi_Z$ it settles at $-840.2$ hartree for $p^2/2$ and near $-927.2$ hartree for ZORA.

## The surviving state

Near the nucleus, varying $E[R]$ gives

$$-\frac1{r^2}\left(\frac{r^3}{2a}R'\right)'-\frac ZrR=0,$$

because $W$ and $E$ are finite there. Putting $R=r^s$ gives $s(s+2)=-2aZ=-Z^2/c^2$, hence $s=-1\pm\gamma$. The lower sign makes the kinetic integral diverge, so

$$R\sim r^{\gamma-1}.$$

For $Z=80$ the exponent is $-0.188$: the function diverges weakly but is normalizable. The Dirac large component has the same exponent, since the $E$ dropped from $2c^2+E-V$ is negligible where $V$ diverges.

The energy can also be compared with Dirac's. Set $\lambda=(2c^2+E_D)/2c^2$ and $\mathbf r=\mathbf r'/\lambda$, so that $\mathbf p=\lambda\mathbf p'$. In the large-component equation the denominator becomes $\lambda(2c^2+Z/r')$, and the whole operator becomes $\lambda$ times the ZORA operator in $\mathbf r'$. Hence

$$E_Z=\frac{E_D}{\lambda}=\frac{2c^2E_D}{2c^2+E_D}.$$

The standard closed formula for the Dirac 2p1/2 level, quoted here without derivation, is

$$E_D=c^2\left\{\left[1+\frac{(Z/c)^2}{(1+\gamma)^2}\right]^{-1/2}-1\right\}.$$

For $Z=80$ it gives $-904.85$ hartree. With $2c^2=Z/a=37\,558$ hartree,

$$E_Z=\frac{37\,558}{37\,558-904.85}\times(-904.85)\approx-927.19\ \text{hartree}.$$

The diagonalization, which does not use this formula, gives $-927.1806$ hartree against the unrounded rescaled value $-927.1857$ hartree, a difference of $5.5\times10^{-6}$ of the latter. ZORA thus has a proper 2p1/2 state, but its energy lies 22 hartree, or 2.5% of the Dirac value, too low. A finite lower bound on the energy does not by itself make the level accurate.

These numbers describe one electron and a point nucleus, without radiative effects. A nucleus of finite charge density keeps $V'/r$ finite and so removes the strict Pauli fall as well. At a nuclear radius of roughly 7 fm, however, $\xi_P$ still exceeds the centrifugal term $1/r^2$ by a factor $a/r\approx16$, so the Pauli term remains outside its range of validity there. For a uniformly charged sphere of radius 7 fm and $Z=80$, the operator $p^2/2+V+\xi\,\mathbf L\cdot\mathbf S$ with $\xi=V'/(2c^2r)$ and no Darwin term is bounded, but its lowest p1/2 level is a spurious one near $-6\times10^8$ hartree.

## Computed results

```
Z = 80, c = 137.035999 a.u., gamma = 0.811906
crossover radius a = 2.130054e-03 bohr = 112.72 fm
r/a | xi Pauli (a.u.) | xi ZORA (a.u.) | ratio | log slope of ZORA
  0.01 | 2.2040e+11 | 2.1606e+07 | 0.000098 | -1.0198
  0.10 | 2.2040e+08 | 1.8215e+06 | 0.008264 | -1.1818
  1.00 | 2.2040e+05 | 5.5101e+04 | 0.250000 | -2.0000
 10.00 | 2.2040e+02 | 1.8215e+02 | 0.826446 | -2.8182
100.00 | 2.2040e-01 | 2.1606e-01 | 0.980296 | -2.9802
trial r exp(-zeta r): zeta (1/bohr) | E Pauli | E ZORA (hartree)
4.0000e+01 | -8.45441e+02 | -8.85330e+02
4.6947e+02 | 1.79551e+04 | 3.17291e+04
4.6947e+03 | -6.26355e+07 | 7.79213e+05
4.6947e+04 | -7.23677e+10 | 8.98097e+06
Pauli local minimum: zeta = 44.152 1/bohr, E = -852.492 hartree
Pauli barrier top: zeta = 425.319 1/bohr, E = 18807.6 hartree
lowest p1/2 eigenvalue (hartree), largest zeta = 1e3, 1e4, 1e5 1/bohr
kinetic p^2/2, spin-orbit Pauli: -986964.2, -2.041274e+09, -2.152202e+12
kinetic p^2/2, spin-orbit ZORA: -840.2371, -840.2372, -840.2372
kinetic ZORA, spin-orbit Pauli: -1745241, -2.156514e+09, -2.164459e+12
kinetic ZORA, spin-orbit ZORA: -926.9382, -927.1732, -927.1806
Dirac 2p1/2 energy without rest energy = -904.84778 hartree
ZORA 2p1/2 from rescaled Dirac energy = -927.18571 hartree
ZORA 2p1/2 from diagonalization = -927.18057 hartree
relative difference = 5.5e-06
lower bound on ZORA p1/2 energies = -1849.358 hartree (minimum of U at r = 0.0200 bohr)
p1/2 ZORA exponent: integrated -0.18809, formula -0.18809
p3/2 ZORA exponent: integrated 0.91290, formula 0.91290
ZORA energy of squeezed trial, inner radius 1e-7 a and 1e-8 a (hartree)
Z = 80: 2.3557e+10, 2.3557e+11
Z = 160: -7.3348e+08, -7.3346e+09
```
